# Charge-transfer bands of titanium tetrachloride and tetraiodide from optical electronegativities

## The problem

Titanium tetrachloride and titanium tetraiodide are tetrahedral molecules, and both can serve as titanium precursors in vapour deposition. Their first strong absorption band is a charge-transfer band: light moves an electron from the halogens to the titanium. Jørgensen's rule places such a band at the wavenumber

$$\sigma = K(\chi_X-\chi_M),\qquad K=30000\ \mathrm{cm^{-1}}, \tag{1}$$

where $\chi_X$ and $\chi_M$ are the optical electronegativities of the halide and of the metal ion. Take $\chi_{\rm Cl}=3.0$ and $\chi_{\rm I}=2.5$, and let the chloride band lie at 35000 cm$^{-1}$, a rough value.

(a) By how much does the band move from the chloride to the iodide, in wavenumbers and in electronvolts?

(b) At what wavelength does the iodide absorb?

(c) How large are the effects that the rule leaves out?

## A tempting solution

The metal is the same in both molecules, so its electronegativity drops out of the difference:

$$\Delta\sigma = 30000\times(3.0-2.5)\ \mathrm{cm^{-1}}=15000\ \mathrm{cm^{-1}}.$$

The wavelength in nanometres is $10^7$ divided by the wavenumber in cm$^{-1}$. The shift therefore "is" $10^7/15000=667$ nm, and the chloride band is at $10^7/35000=286$ nm. A red shift goes to longer wavelength, so the two are added:

$$\lambda_{\rm I}=286\ \mathrm{nm}+667\ \mathrm{nm}\approx 952\ \mathrm{nm}\quad\text{(wrong)},$$

where the sum was formed before rounding. The iodide would then absorb in the near infrared.

## Where it fails

The first line is sound. The fault lies in turning the difference of two wavenumbers into a wavelength and adding it to another wavelength. The photon energy is $E=hc\sigma=hc/\lambda$. Energies and wavenumbers may be subtracted from one another, because they are proportional. Wavelengths are their reciprocals, and the reciprocal of a difference is not the difference of the reciprocals. The figure of 667 nm is the wavelength of a photon whose whole energy equals the shift. It is not the distance between the two bands on a wavelength scale.

Converting the wrong answer back exposes the contradiction. A band at 952 nm has the wavenumber 10500 cm$^{-1}$, which is 24500 cm$^{-1}$ below the chloride band, although the shift was just found to be 15000 cm$^{-1}$.

## What the rule says about these molecules

Before the numbers are used, it should be clear which electron moves and why the metal term cancels.

In the ionic picture titanium has the charge $+4$ and an empty $3d$ shell, while each halide ion has a filled $p$ shell. The four halogens carry twelve $p$ orbitals. In tetrahedral symmetry, the four that point along the bonds form the sets $a_1+t_2$. The eight that are perpendicular to the bonds form $e+t_1+t_2$. On the metal, the $s$ orbital belongs to $a_1$, the $p$ orbitals to $t_2$, and the $d$ orbitals to $e+t_2$.

The halogen set $t_1$ thus has no partner among the metal $s$, $p$ and $d$ orbitals. It is not lowered by bonding to them and lies at the top of the filled levels. The lowest empty set is the metal set $e$. The first band is therefore assigned to $t_1\to e$, and the product $t_1\times e=T_1+T_2$ contains $T_2$, the symmetry of the electric dipole. A transition from the closed-shell ground state to the singlet $T_2$ state is therefore allowed, though symmetry alone does not tell how strong it is.

Equation (1) assigns the donor level an energy $-hcK\chi_X$ and the acceptor level an energy $-hcK\chi_M$, up to a common constant. A large $\chi_X$ means that the halide holds its electrons tightly. Its donor level is then deep, and more energy is needed to take an electron away. Iodide has the smaller value, hence the higher donor level and the smaller transition energy. This fixes the sign: the band moves to the red.

The rule is empirical. The cancellation of $\chi_M$ assumes that the metal keeps its oxidation state, its coordination and its acceptor orbital, and that one value of $\chi_M$ serves in both surroundings. The first three conditions hold here. The last is an approximation, since a titanium atom surrounded by iodine does not carry quite the same charge as one surrounded by chlorine.

## Solution of (a)

Write equation (1) for each molecule and subtract:

$$\sigma_{\rm Cl}-\sigma_{\rm I}=K(\chi_{\rm Cl}-\chi_M)-K(\chi_{\rm I}-\chi_M)=K(\chi_{\rm Cl}-\chi_{\rm I}).$$

With the given values,

$$\Delta\sigma=30000\times0.5\ \mathrm{cm^{-1}}=15000\ \mathrm{cm^{-1}}.$$

Since 30000 cm$^{-1}$ corresponds to 3.720 eV, the shift is $0.5\times3.720\ \mathrm{eV}=1.86$ eV, towards lower energy.

## Solution of (b)

Subtract wavenumbers first and take the reciprocal last:

$$\sigma_{\rm I}=35000-15000=20000\ \mathrm{cm^{-1}},\qquad \lambda_{\rm I}=\frac{10^7}{20000}\ \mathrm{nm}=500\ \mathrm{nm}.$$

The same result follows through the metal. The chloride band gives $\chi_M=3.0-35000/30000=1.83$, and inserting the unrounded value with $\chi_{\rm I}=2.5$ into equation (1) returns 20000 cm$^{-1}$. This is the same information in another order, not a second piece of evidence.

The distance between the bands on the wavelength scale is $500-286=214$ nm. A general formula shows what it depends on. From

$$\frac1{\lambda_{\rm Cl}}-\frac1{\lambda_{\rm I}}=\Delta\sigma,$$

multiplication by $\lambda_{\rm Cl}\lambda_{\rm I}$ gives

$$\lambda_{\rm I}-\lambda_{\rm Cl}=\lambda_{\rm Cl}\lambda_{\rm I}\,\Delta\sigma. \tag{2}$$

The change in wavelength depends on where the bands lie, not on $\Delta\sigma$ alone. Suppose that another metal had its chloride band at 40000 cm$^{-1}$, or 250 nm. The same shift would put its iodide band at 25000 cm$^{-1}$, or 400 nm, a change of 150 nm instead of 214 nm.

Two limits of equation (2) are useful. If $\Delta\sigma\ll\sigma_{\rm Cl}$, the two wavelengths on the right are nearly equal and the change is about $\lambda_{\rm Cl}^2\Delta\sigma$. Here that would give 122 nm, far too little, because the shift is 43% of the starting wavenumber. In the other limit, $\Delta\sigma\to\sigma_{\rm Cl}$, the iodide wavelength grows without bound. This means $\chi_{\rm I}\to\chi_M$: the electron would cost nothing to transfer. The ionic ground state assumed at the outset is then no longer secure, and the rule should not be used.

## An estimate without electronegativities

The shift can also be computed from the electronic structure of the two molecules. The calculation below uses Kohn–Sham density-functional theory with the PBE functional, for isolated molecules at fixed tetrahedral geometry. The bond lengths are rough inputs: 2.17 Å for Ti–Cl and 2.55 Å for Ti–I.

Let a fraction $x$ of an electron be moved from $t_1$ to $e$, spread evenly over the orbitals of each set so that the density stays tetrahedral. The total energy $E$ depends on the occupations $n_i$ both directly and through the orbitals. The orbitals, however, make $E$ stationary as long as they stay normalised, so their first-order change does not contribute. What remains is the direct term, $\partial E/\partial n_i=\varepsilon_i$, the orbital energy. Hence

$$\frac{dE}{dx}=\varepsilon_e(x)-\varepsilon_{t_1}(x)\equiv g(x).$$

The energy for moving one whole electron is the integral of $g$. Expand $g$ about the midpoint $x=\tfrac12$. The linear term integrates to zero by symmetry, and the quadratic term contains $\int_0^1\tfrac12(x-\tfrac12)^2dx=\tfrac1{24}$:

$$E(1)-E(0)=\int_0^1 g\,dx= g(\tfrac12)+\tfrac1{24}\,g''(\tfrac12)+\dots \tag{3}$$

If $g$ is nearly linear in $x$, one calculation with half an electron moved thus gives the transition energy up to a small remainder. This is Slater's transition-state method. For TiCl$_4$ in the double-zeta basis def2-SVP, $g(\tfrac12)$ is 4.125 eV, while the difference of two separate total energies is 4.150 eV. The remainder is 0.025 eV. It was not computed for the iodide.

The larger basis is def2-TZVP; $f$ functions were removed from both bases. The 28 innermost electrons of each iodine were replaced by an effective potential that contains the scalar part of relativity but no spin–orbit coupling. In the larger basis,

$$g_{\rm Cl}=4.161\ \mathrm{eV},\qquad g_{\rm I}=2.603\ \mathrm{eV},\qquad g_{\rm Cl}-g_{\rm I}=1.56\ \mathrm{eV},$$

or about 12600 cm$^{-1}$. The smaller basis gives about 12100 cm$^{-1}$, so the change of basis moves the shift by some 400 cm$^{-1}$. A finer integration grid, applied at fixed density, moves it by about 3 cm$^{-1}$. The missing $f$ functions matter more than the last digits shown: restoring them in the smaller basis raises the chloride energy by about 0.04 eV, or some 330 cm$^{-1}$. Their effect on the iodide, and hence on the shift, was not determined.

The calculation also bears out the character of the transition. By Mulliken's division of the charge, in the smaller basis, the acceptor orbital is 82% titanium in the chloride and 81% in the iodide. Such percentages depend on the basis, but they show an acceptor that is mainly metallic and much alike in the two molecules.

The PBE shift is about 2400 cm$^{-1}$ smaller than the 15000 cm$^{-1}$ of the rule, which is 16% of the latter. It supports the sign and the rough size, not the second digit. The calculation has limits of its own. Its dependence on the rough bond lengths was not tested. PBE is an approximate functional, and the half-electron method, as used here, does not separate the singlet and triplet states of the configuration, whereas the strong band belongs to a singlet. This omission is not small. Within the $t_1\to e$ configuration of the chloride, in the smaller basis, the bare exchange integrals separate singlet from triplet by about 600 cm$^{-1}$ for $T_1$ but by nearly 8000 cm$^{-1}$ for $T_2$. Mixing with other $T_2$ excitations will reduce the latter, and its value for the iodide was not determined.

## Solution of (c)

### Rounding of the electronegativities

The values 3.0 and 2.5 carry one decimal. If each is uncertain by 0.05, their difference may be wrong by up to 0.10, and the shift by up to

$$30000\times0.10\ \mathrm{cm^{-1}}=3000\ \mathrm{cm^{-1}},$$

one fifth of the result. This is why the answer should be read as "near 15000", not as a figure good to three digits.

### Ligand-field splitting

The halogens split the $d$ shell into $e$ below and $t_2$ above, with separation $\Delta$. Measure both levels from their weighted mean, so that $2\varepsilon_e+3\varepsilon_{t_2}=0$. Inserting $\varepsilon_{t_2}=\varepsilon_e+\Delta$ gives $5\varepsilon_e+3\Delta=0$, or

$$\varepsilon_e=-\tfrac35\Delta.$$

Above, $\chi_M$ was tied to the acceptor level $e$ itself, and on that reading no separate term is added; the question is then how far that level differs between the two molecules. If $\chi_M$ is instead taken to describe the mean $d$ level, each band lies lower than equation (1) says by $\tfrac35\Delta$. The shift then changes by $-\tfrac35(\Delta_{\rm Cl}-\Delta_{\rm I})$. The orbital energies of the half-electron calculation in the smaller basis give $\Delta_{\rm Cl}=0.81$ eV and $\Delta_{\rm I}=0.56$ eV. The change is

$$-0.6\times(0.81-0.56)\ \mathrm{eV}=-0.15\ \mathrm{eV},$$

or about $-1200$ cm$^{-1}$. The chloride band is lowered more than the iodide band, which brings the two closer together.

### Spin–orbit coupling

Iodine is heavy, and the coupling $\zeta\,\mathbf l\cdot\mathbf s$ in its $5p$ shell is strong. Here $\mathbf l$ and $\mathbf s$ are in units of $\hbar$. Rough values of $\zeta$ are 5000 cm$^{-1}$ for iodine and 600 cm$^{-1}$ for chlorine. The coupling splits the donor level $t_1$, and the first electron to be excited comes from the upper part.

To find the splitting, neglect the overlap between different halogens and let the coupling act within each halogen's own $p$ shell. Describe a real $p$ orbital by the vector $\mathbf a$ along which it points. Then $\langle\mathbf a|\mathbf l|\mathbf b\rangle=-i\,\mathbf a\times\mathbf b$. Let $\hat{\mathbf r}_k$ be the unit vector from titanium to halogen $k$. The $t_1$ orbital labelled $z$ has the vector $N\hat{\mathbf z}\times\hat{\mathbf r}_k$ on halogen $k$, and those labelled $x$ and $y$ are formed likewise. For a tetrahedron, $(\hat{\mathbf z}\cdot\hat{\mathbf r}_k)^2=\tfrac13$, so normalisation requires

$$1=N^2\sum_{k=1}^4\left(1-\tfrac13\right)=\tfrac83N^2,\qquad N^2=\tfrac38.$$

With the identity $(\mathbf a\times\mathbf r)\times(\mathbf b\times\mathbf r)=\mathbf r\,[\mathbf r\cdot(\mathbf a\times\mathbf b)]$ and the tetrahedral sum $\sum_k\hat{\mathbf r}_k(\hat{\mathbf r}_k\cdot\hat{\mathbf z})=\tfrac43\hat{\mathbf z}$,

$$\langle t_{1x}|\mathbf l|t_{1y}\rangle=-iN^2\sum_k\hat{\mathbf r}_k(\hat{\mathbf r}_k\cdot\hat{\mathbf z})=-i\cdot\tfrac38\cdot\tfrac43\,\hat{\mathbf z}=-\tfrac i2\hat{\mathbf z}.$$

A free $p$ shell would give $-i\hat{\mathbf z}$. Within $t_1$ the orbital angular momentum is therefore half that of a $p$ shell. In a $p$ shell, $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-2-\tfrac34]$, which is $\tfrac12$ for the four states with $j=\tfrac32$ and $-1$ for the two with $j=\tfrac12$. Halving these values gives levels at $+\zeta/4$ and $-\zeta/2$.

For iodine this first-order result may not be enough, because $\zeta$ is about 0.6 eV and can mix $t_1$ with other halogen levels. The rise of the top level can still be bracketed, in a model that contains the halogen $p$ orbitals alone and has $t_1$ as its highest level. The highest eigenvalue is at least the mean energy of any trial state, and an upper $t_1$ state has a mean energy raised by $\zeta/4$. It is also at most the sum of the highest eigenvalues of the two parts of the Hamiltonian, and that of $\zeta\,\mathbf l\cdot\mathbf s$ is $\zeta/2$. Hence

$$\frac{\zeta}{4}\le\text{rise}\le\frac{\zeta}{2}.$$

The iodide donor level rises by 1250 to 2500 cm$^{-1}$, the chloride one by 150 to 300 cm$^{-1}$. A higher donor level means a lower transition energy. Within this model, the red shift of the lowest component of the band therefore grows by at least $1250-300=950$ cm$^{-1}$ and at most $2500-150=2350$ cm$^{-1}$. The mean of the six upper levels rises less than the highest of them. To first order it does not move at all, but mixing with lower halogen levels can still raise it. Spin–orbit coupling on titanium and the exchange interaction between the excited electron and the hole it leaves are not included. Where exchange outweighs $\zeta$, the lowest component is mostly triplet and need not carry the intensity, while a singlet has no first-order spin–orbit shift. The bracket therefore does not give the shift of the strong band itself.

### Reading the corrections together

The ligand field reduces the shift and spin–orbit coupling increases it for the lowest component, so for that component the two partly oppose each other. They should not simply be added to 15000 cm$^{-1}$. Optical electronegativities are assigned from measured spectra, and the spectra contain both effects. Whatever was not corrected for before the assignment is already absorbed in the values 3.0 and 2.5. The estimates above show how large such contributions can be.

The PBE shift stands differently. It contains the change of ligand field, since the $e$ level itself was computed, but no spin–orbit coupling. Adding 950 to 2350 cm$^{-1}$ to 12600 cm$^{-1}$ gives roughly 13500 to 14900 cm$^{-1}$ for the lowest component of the band, closer to the rule. For the mean of the components the addition would be smaller. This sum joins two separate models and leaves the singlet energy unresolved, so the closeness should not be taken as proof of accuracy.

## The real precursors

Titanium tetrachloride is a colourless liquid and titanium tetraiodide a dark brown solid. The band positions fit this: the chloride band, which was an input, lies at 286 nm in the ultraviolet, while the predicted iodide band at 500 nm lies in the visible. If the chloride band is held at 35000 cm$^{-1}$ and the shift is varied by the rounding error of 3000 cm$^{-1}$, the iodide band falls between 17000 and 23000 cm$^{-1}$, or between about 590 and 435 nm. Over this range it stays in the visible, but the exact colour of the compound is beyond the rule. The neglect of spin–orbit coupling matters much more for the iodide than for the chloride: the estimated rise of the donor level is 1250 to 2500 cm$^{-1}$ in the one and 150 to 300 cm$^{-1}$ in the other. Vibrations also broaden the bands of a warm vapour, and neighbouring molecules affect those of the solid; neither effect was estimated.

For deposition, the band position indicates which light the precursor can absorb, which matters if the vapour is illuminated or monitored optically. It does not by itself tell how readily the molecule reacts with a surface in the dark. That depends on bond energies and reaction barriers, which equation (1) does not contain.
